Stark turning point and trap depth of a rotating polar molecule

**The system**

A polar molecule is treated as a rigid linear rotor with rotational constant B and a permanent dipole moment μ along its axis. It has no electronic, spin or vibrational angular momentum. A static electric field of strength F acts on it, and θ is the angle between the dipole and the field. The rotational Hamiltonian is

H = B J² − μF cos θ.

Hartree atomic units are used, so J² has eigenvalues J(J+1). Dividing by B leaves one dimensionless parameter:

h = H/B = J² − w cos θ,  w = μF/B.

The projection M of the angular momentum on the field is conserved. Let W(w) be the eigenvalue of h for the M = 0 level that starts as J = 1, so that W(0) = 2. Its energy is B W. A state is called low-field seeking where its energy rises with F, and high-field seeking where its energy falls.

**Part (a). Write h for M = 0 as a matrix in the states |J⟩. Show that its levels do not cross for w > 0.**

With x = cos θ, the normalized M = 0 functions on −1 ≤ x ≤ 1 are p_J = √((2J+1)/2) P_J(x). The Legendre polynomials obey

(2J+1) x P_J = (J+1) P_{J+1} + J P_{J−1}.

Multiply by √((2J+1)/2)/(2J+1) and replace P_{J+1} by √(2/(2J+3)) p_{J+1}. The coefficient of p_{J+1} in x p_J is then

a_J = ⟨J+1|cos θ|J⟩ = (J+1)/√((2J+1)(2J+3)).

The first three squares are a₀² = 1/3, a₁² = 4/15 and a₂² = 9/35. The matrix of h has diagonal elements J(J+1), elements −w a_J between neighbours, and zeros elsewhere.

For an eigenvector with components c_J, the first row gives c₁ from c₀, the second gives c₂ from c₀ and c₁, and so on, because no a_J vanishes. The eigenvalue and c₀ therefore fix the whole vector, so no eigenvalue is degenerate. The levels keep their order, and W remains the second-lowest M = 0 level at every field.

**Part (b). Relate the force on the molecule to its orientation.**

Let v be the real, normalized eigenvector, with W = v·hv. Differentiating v contributes W d(v·v)/dw = 0, so only the explicit dependence of h on w remains:

dW/dw = −⟨cos θ⟩.

If the molecule moves slowly enough to stay in this level, its potential energy is U(r) = B W(μF(r)/B), and

force = −∇U = −B (dW/dw)(μ/B) ∇F = μ⟨cos θ⟩ ∇F.

A low-field seeker has ⟨cos θ⟩ < 0: its average dipole points against the field. The character changes where ⟨cos θ⟩ passes through zero.

**Part (c). Find the weak-field shift for M = 0, and for the |M| = 1 levels with J = 1.**

In second order, each coupled state contributes the squared coupling divided by the energy difference. For M = 0:

from J = 0: (w²/3)/(2 − 0) = +w²/6,
from J = 2: (4w²/15)/(2 − 6) = −w²/15.

The push from below is the larger, and

W = 2 + w²/10 + …

The state is initially low-field seeking, with ⟨cos θ⟩ = −w/5 to first order.

For |M| = 1 there is no J = 0 partner. The J = 1 function is proportional to sin θ, and cos θ times it is proportional to the J = 2 function sin θ cos θ. The squared coupling is therefore the mean of cos²θ in the J = 1 state:

∫x²(1−x²)dx / ∫(1−x²)dx = (4/15)/(4/3) = 1/5.

The shift is (w²/5)/(2 − 6) = −w²/20, so these levels are high-field seeking in weak fields.

**Part (d). Keep only the states up to J = 1, then 2, then 3. In which case does the second level turn? Use the result to show that the true level turns, and to bound its maximum.**

Write E for an eigenvalue and y = w². Let D_n be the determinant of h − E with n states kept. Expanding along the last row gives

D₁ = −E,
D₂ = (2−E)(−E) − y/3 = E(E−2) − y/3,
D₃ = (6−E)D₂ − (4y/15)D₁,
D₄ = (12−E)D₃ − (9y/35)D₂.

Two states: D₂ = 0 gives E = 1 ± √(1 + y/3). The upper root rises at every field.

Three states: inserting D₂ and D₁,

D₃ = E(E−2)(6−E) − y[(6−E)/3 − 4E/15]
= E(E−2)(6−E) − y(2 − 3E/5).

At E = 2 this is −4y/5, and at E = 10/3 the bracket multiplying y vanishes while the first term does not. For y > 0 neither energy can be an eigenvalue. The second level, which starts upward from 2, thus stays between 2 and 10/3. There D₃ = 0 gives one value of y for each E:

y = E(E−2)(6−E)/(2 − 3E/5).

A continuous curve that takes no value twice is monotonic. The level rises steadily towards 10/3 and does not turn.

Four states: the coefficient of −y in D₄ is

(12−E)(2 − 3E/5) + (9/35)E(E−2)
= 24 − 46E/5 + 3E²/5 + 9E²/35 − 18E/35
= 24 − 68E/7 + 6E²/7.

Call this b(E). The y² term is (9/35)(1/3)y² = 3y²/35, so

D₄ = 3y²/35 − b(E) y + E(E−2)(6−E)(12−E) = 0.

For large w the term −w cos θ dominates. The eigenvalues t of the four-state cosine matrix satisfy

t⁴ − (1/3 + 4/15 + 9/35)t² + (1/3)(9/35) = t⁴ − (6/7)t² + 3/35 = 0,

so t = ±0.340 and ±0.861. The second-lowest level then has slope −0.340 and falls without limit. Since it first rises, it has a maximum, at an energy E*.

At this maximum dE/dy = 0. Differentiating D₄(E(y), y) = 0 gives ∂D₄/∂y = 0 there, so y is a double root of the quadratic:

b(E)² = (12/35) E(E−2)(6−E)(12−E),  y = 35 b(E)/6.

For 2 < E < E* the rising and falling parts of the level supply two different roots y. Hence E* is the first energy above 2 at which the roots merge. Solving the polynomial equation numerically gives E* = 2.6471. Then

b = 24 − 25.715 + 6.006 ≈ 4.29,
y ≈ 35 × 4.29/6 ≈ 25.0,
w ≈ 5.00.

These numbers also constrain the complete rotor. By the min-max principle, its second level is the smallest value, over all two-dimensional subspaces, of the largest expectation value of h in the subspace. Keeping four states restricts the choice of subspaces and cannot lower the result. The true W therefore lies at or below the four-state level at every w. It starts upward from 2, must eventually fall below 2, and so turns, with W_max ≤ 2.6471.

**Part (e). Prove that the true level turns only once.**

Fix an energy E and ask at which fields any M = 0 level passes through it. Let A be the diagonal matrix with elements J(J+1) − E, and C the matrix of cos θ. A level at E satisfies

A v = w C v.

Multiplying by the normalized v and using part (b), now for whichever level is involved,

v·Av = w⟨cos θ⟩ = −w dE_level/dw.

At w > 0 a rising crossing therefore has v·Av < 0.

Take solutions u and v at different parameters w_u and w_v. Since A and C are real and symmetric,

u·Av = w_v u·Cv = w_u u·Cv.

It follows that u·Cv = 0 and u·Av = 0. Moreover, reversing the sign of every odd-J component turns a solution at w into one at −w, without changing v·Av.

Suppose n rising crossings of E exist at positive w. They lie at different w, because levels do not coincide. With their mirror images they give 2n vectors v_i, for which

(Σ α_i v_i)·A(Σ α_i v_i) = Σ α_i² v_i·Av_i < 0

unless all α_i vanish. The vectors are thus independent. Let N(E) be the number of states with J(J+1) < E. If 2n exceeded N(E), some nonzero combination would have no component on those N(E) states. Its value of v·Av could not be negative, which is a contradiction. Hence

n ≤ N(E)/2.

For E < 2, N is 0 or 1 and no M = 0 level can rise through E. For 2 < E < 6, N = 2 and there is at most one rising crossing.

Now suppose W falls at w_a and rises again at some later w_b. Its minimum between them lies inside the interval; call its value W_m. The curve rises through energies just above W_m after this minimum. If W_m < 2, that is forbidden. If W_m ≥ 2, W also rose through the same energies on its way from 2 to W(w_a) > W_m. That makes two rising crossings at an energy between 2 and 6, which is forbidden too.

The energies can be chosen so that the crossings have nonzero slope: W is an analytic, nonconstant function and has finitely many stationary points in a finite interval. W therefore rises to one maximum and falls at all larger w.

**Part (f). Locate the turning point and explain what balances there.**

The field is found by diagonalizing the matrix and solving ⟨cos θ⟩ = 0 numerically, with more states kept each time:

J ≤ 3: w = 5.0034, W = 2.6471
J ≤ 4: w = 4.9036, W = 2.6393
J ≤ 5: w = 4.9018, W = 2.6392
J ≤ 6: w = 4.9018, W = 2.6392

The values are stable to the digits shown, and

w_t = 4.90,  W_max = 2.639,  W_max − 2 = 0.639.

Relative to these converged values, the four-state estimate is 2% too high in the field and 1% too high in the rise. A basis with J ≤ 40 gives the following course:

w = 1: W = 2.091, ⟨cos θ⟩ = −0.165
w = 3: W = 2.478, ⟨cos θ⟩ = −0.164
w = 5: W = 2.639, ⟨cos θ⟩ = +0.009
w = 8: W = 2.264, ⟨cos θ⟩ = +0.223
w = 10: W = 1.723, ⟨cos θ⟩ = +0.312

At w = 1 the weak-field formula gives a shift of 0.100 instead of 0.091. At the turning point it would give 4.90²/10 = 2.40 instead of 0.639, so it is useless there.

Because C couples only neighbours, the slope separates into pair terms:

dW/dw = −2 Σ_J a_J c_J c_{J+1}.

For the pairs (0,1), (1,2), (2,3) and (3,4), the computed terms are

w = 1: +0.291, −0.126, −0.001, −0.000
w = w_t: +0.397, −0.314, −0.080, −0.003

The upward term from J = 0 and J = 1 is larger at the turn than at w = 1, but it does not grow steadily. At w = 3, solving the rows of the matrix one after another with W = 2.478 gives c₀ : c₁ : c₂ : c₃ = −0.699 : 1 : 0.473 : 0.077 with squared norm 1.718. The (0,1) term is then 2a₀ × 0.699/1.718 = +0.47, and the other terms sum to 0.164 − 0.47 = −0.31. Between w = 3 and the turn the upward term falls from 0.47 to 0.40, while the downward terms involving J = 2 and above grow in size from 0.31 to 0.40, and the two cancel. At the turn the pairs (0,1) and (1,2) alone still sum to +0.08, and the pairs involving J = 3 supply the rest. This agrees in sign with part (d), where the level did not turn until J = 3 was included. The sizes differ: the three-state level has slope +0.13 at w_t, because dropping J = 3 also changes c₀, c₁ and c₂.

The weights of J = 0, 1, 2 and 3 at the turning point are 0.369, 0.321, 0.288 and 0.022. The label J = 1 records where the level came from; J = 0 now has the largest weight.

**Part (g). What is the greatest depth of a static electric trap for this state? Evaluate it for B = 2.0 × 10⁻⁶ hartree and μ = 0.6 atomic units.**

Define the depth as the energy needed to leave the trap centre by the easiest path, counting only the Stark energy. First consider where the centre can lie. In a region without charges, F = −∇Φ and ∇²Φ = 0, so each Cartesian component F_i also satisfies Laplace's equation. Then

∇²(F²) = 2 Σ_i |∇F_i|² ≥ 0,

and the field strength has no isolated maximum there. Beyond w_t, an isolated minimum of U would need such a maximum. At w_t itself, U has its largest value. The trap centre must therefore have w_min < w_t, where W(w_min) ≥ 2.

No path can meet a value of W above W_max. Hence

depth ≤ B[W_max − W(w_min)] ≤ B(W_max − 2) = 0.639 B.

The last value is reached if the field vanishes at the centre and every escape path passes through w_t. The barrier is then the surface on which F = w_t B/μ. Stronger fields outside it add nothing: a molecule that crosses the surface is drawn on towards the stronger field.

For the model rotor,

F_t = 4.9018 × 2.0 × 10⁻⁶/0.6 = 1.634 × 10⁻⁵ a.u. = 84.0 kV/cm,
depth = 0.6392 × 2.0 × 10⁻⁶ = 1.278 × 10⁻⁶ hartree.

Divided by Boltzmann's constant, this depth is 404 mK. It is a barrier height, not the temperature of a gas that the trap would hold for long. A larger dipole lowers the field needed but leaves the greatest depth unchanged, since within this Hamiltonian that depth depends on B alone.

The electrodes must carry fields above F_t, because the field strength has no maximum in the charge-free region. In an ideal hyperbolic quadrupole trap, Φ = (G/2)(ρ² − 2z²) with ring radius r₀ and end caps at z = ±r₀/√2, the field is G r₀ at the ring and √2 G r₀ at the tips of the end caps. Closing the barrier requires G r₀ ≥ F_t, that is at least 119 kV/cm at the end caps and a voltage difference G r₀² ≥ 42 kV for r₀ = 5 mm. High-voltage breakdown may therefore keep a real trap below the bound.

Two other cases show what is lost when the conditions are not met. If the easiest escape path reaches only w = 3, or 1.00 × 10⁻⁵ a.u., the depth is

(2.478 − 2)B = 0.478 B = 9.56 × 10⁻⁷ hartree.

If instead the centre has a bias field with w = 1 and all escape paths pass through w_t (a condition on the electrode geometry that is assumed here, not shown), it is

(2.639 − 2.091)B = 0.548 B = 1.10 × 10⁻⁶ hartree.

A bias field serves a purpose. By part (c), the M = 0 and |M| = 1 levels are separated by (1/10 + 1/20)w²B = 3w²B/20 in weak fields, and they meet at F = 0. A molecule passing close to a field zero sees the field direction change quickly compared with this small splitting. It can then end in an |M| = 1 level, which is high-field seeking in weak fields, and be lost. The closest passes are not the worst. On a straight path through the zero the field only reverses, and the M = 0 state is carried onto itself. For a straight pass at speed v through a field with w = g r, the relevant length is ℓ = (v/(0.15 B g²))^{1/3} in atomic units. The weak-field J = 1 model gives a loss probability of about one half at a closest approach of 0.6 ℓ, 0.03 at 0.1 ℓ and 0.02 at 1.5 ℓ. For the model rotor with v = 10 m/s and w_t reached at 5 mm, ℓ is about 9 μm. The limit 0.639 B thus assumes that the molecule follows its level throughout.

It also assumes the rigid-rotor Hamiltonian. Hyperfine structure, centrifugal distortion and the molecular polarizability are left out, and gravity would tilt the trapping potential. In the example, polarizabilities α∥ = 25 and α⊥ = 15 a.u. would lower the depth from 403.7 to 402.9 mK, and α∥ = 50, α⊥ = 25 a.u. would lower it to 402.3 mK, so the third digit of 404 mK belongs to the model only. A molecule with electronic angular momentum along its axis has a different level pattern and needs its own calculation.
